# Golden-Mean Aubry Transition from Periodic Newton Relaxation and Phonon Gaps

## The result

A chain of atoms joined by unit springs lies on a sinusoidal substrate of unit period. Its energy is

$$E=\sum_n\left[\tfrac12(x_{n+1}-x_n)^2+\frac{K}{4\pi^2}\bigl(1-\cos2\pi x_n\bigr)\right].$$

When the mean atomic spacing is the golden mean $(\sqrt5-1)/2$, the chain changes from sliding to pinned at $K_c\approx0.9716$. This value is found from periodic chains with spacings $p/q=8/13,13/21,\dots,377/610$. Each is relaxed by Newton steps costing $O(q)$ operations, and its lowest phonon frequency $\omega_q$ is computed.

For $K>0$ the gap $\omega_q$ of these finite approximants is positive on both sides of the transition. It vanishes only in the limit $q\to\infty$, and only for $K\le K_c$. The transition is therefore located from the way the gap changes with $q$:

$$\ln\omega_{F_m}-2\ln\omega_{F_{m+1}}+\ln\omega_{F_{m+2}}=0,$$

where $F_m$ are Fibonacci numbers. The left side can have several roots. The one near the transition, where it changes from negative to positive as $K$ grows, is followed from one triple of sizes to the next and gives the estimates of $K_c$. The critical value and the scaling behind it are numerical findings for this model, not theorems proved here.

## Conventions

Spring constant, substrate period and atomic mass are 1. The boundary condition $x_{n+q}=x_n+p$ fixes the mean spacing. A natural spring length $\mu$ would then change the energy of one cell by

$$\sum_{n=0}^{q-1}\left[\tfrac12(x_{n+1}-x_n-\mu)^2-\tfrac12(x_{n+1}-x_n)^2\right]=-\mu p+\tfrac12q\mu^2,$$

which is constant. Misfit enters through $p/q$ alone. The replacement $x_n\to x_n+n$ leaves every force unchanged, so spacings 0.618 and 1.618 have the same phonons.

Write $x_n=\lfloor np/q\rfloor+u_n$, an integer well plus a displacement. With $s_n$ the second difference of the well numbers, the gradient $g_n=\partial E/\partial x_n$ is

$$g_n=2u_n-u_{n+1}-u_{n-1}-s_n+\frac{K}{2\pi}\sin2\pi u_n .$$

The integers drop out of the sine, which avoids rounding loss in long chains.

## Three atoms by hand

**Equilibrium.** Take $p/q=2/3$. The wells are $0,0,1$, followed by $2$ in the next cell and preceded by $\lfloor-2/3\rfloor=-1$. Hence

$$s_0=0-2\cdot0+(-1)=-1,\quad s_1=1-0+0=1,\quad s_2=2-2+0=0.$$

The trial form $u=(-a,a,0)$ gives $g_2=0$ and $g_0=-g_1$, so one equation remains:

$$f(a)\equiv g_1=3a-1+\frac{K}{2\pi}\sin2\pi a=0 .$$

At $K=0$ it gives $a=1/3$, hence equal spacings $2/3$. Followed from there to large $K$, this solution tends to $a=0$, with the atoms in their wells; the equation then also has other roots, which are not used here. At $K=\pi/2$ the solution is $a=1/4$, because $3/4-1+1/4=0$.

**One Newton step.** Start at $u=0$, where $g=(1,-1,0)$. Every diagonal element of the Hessian is $d=2+K$, and every off-diagonal element is $-1$. Newton's step $s$ solves $Hs=g$, after which $u$ becomes $u-s$.

The corner elements make $H$ cyclic. They can be removed with $w=(1,0,1)^T$:

$$H=T-ww^T,\qquad T=\begin{pmatrix}d+1&-1&0\\-1&d&-1\\0&-1&d+1\end{pmatrix}.$$

Two tridiagonal systems are solved, $Ty=g$ and $Tz=w$. With $D=(d+2)(d-1)$, elimination gives

$$z=\frac1D(d,2,d)^T,\qquad y_1=-\frac dD,\quad y_2=\frac{y_1}{d+1},\quad y_0=y_2+\frac1{d+1}.$$

Since $Hs=g$ means $Ts=g+w(w\cdot s)$, the solution is $s=y+\beta z$ with $\beta=w\cdot s$. Multiplication by $w$ gives $\beta=w\cdot y+\beta\,w\cdot z$. Here

$$1-w\cdot z=\frac{D-2d}{D}=\frac{(d-2)(d+1)}D,\qquad w\cdot y=\frac{1}{d+1}-\frac{2d}{(d+1)D}=\frac{d-2}{D},$$

so $\beta=1/(d+1)$. Insertion yields $s=(1,-1,0)/(d+1)$, and the new displacement is $a=1/(3+K)$. For $K=\pi/2$ this is 0.2188, already near $1/4$.

The next step can use $a\to a-f(a)/f'(a)$, with $f'=3+K\cos2\pi a$, because the step keeps the form $(-\delta,\delta,0)$. It gives 0.2486. The error falls from 0.031 to 0.0014, as expected of quadratic convergence.

**The gap.** At $a=1/4$ the cosine vanishes for the first two atoms, and the diagonal of $H$ is $(2,2,2+K)$. The vector $(1,-1,0)$ has eigenvalue 3. In the remaining space, spanned by $(1,1,0)/\sqrt2$ and $(0,0,1)$,

$$H'=\begin{pmatrix}1&-\sqrt2\\-\sqrt2&2+K\end{pmatrix},\qquad
\omega^2=\frac{3+K-\sqrt{(1+K)^2+8}}2 .$$

With $K=\pi/2$ this gives $\omega^2=0.374$, so the configuration is a stable minimum.

**Weak substrate.** For general $K$ put $\theta=2\pi a$ and $c=\cos\theta$. The same block has upper-left element $1+Kc$ and determinant

$$(1+Kc)(2+K)-2=K(1+2c)+K^2c .$$

The force equation reads $3\theta=2\pi-K\sin\theta$. With $\theta=2\pi/3-\varepsilon$,

$$\varepsilon=\frac K3\left(\frac{\sqrt3}2+\frac\varepsilon2+\cdots\right)=\frac{\sqrt3}{6}K+\frac{\sqrt3}{36}K^2+\cdots,$$

$$c=-\frac12+\frac{\sqrt3}2\varepsilon+\frac{\varepsilon^2}4+\cdots=-\frac12+\frac K4+\frac{K^2}{16}+\cdots .$$

In the determinant the terms of order $K$ and $K^2$ cancel. The cubic terms give $K^3(1/8+1/4)=3K^3/8$. The two eigenvalues of the block add up to 3 at leading order, so the small one is

$$\omega^2\simeq K^3/8 .$$

The gap is small but not zero: even a weak substrate pins a three-atom cell. A search for a zero of $\omega_q(K)$ at this finite $q$ would lead to $K=0$, not to the Aubry transition.

## The periodic Newton step for any $q$

The Hessian has diagonal $d_n=2+K\cos2\pi u_n$ and elements $-1$ between neighbours and in both corners. Let $w$ have ones in its first and last places. For $q\ge3$, $T=H+ww^T$ is tridiagonal: its first and last diagonal elements are raised by 1 and its corners are zero. The derivation above did not depend on $q$:

$$Ty=b,\quad Tz=w,\qquad s=y+z\,\frac{w\cdot y}{1-w\cdot z}.$$

The denominator also certifies a minimum. If $T$ is positive definite, set $v=T^{-1/2}w$. Then

$$H=T^{1/2}(I-vv^T)T^{1/2}.$$

The middle factor has eigenvalue $1-v\cdot v=1-w\cdot z$ along $v$ and eigenvalue 1 in all perpendicular directions. Hence $H$ is positive definite when $1-w\cdot z>0$, and $\det H=\det T\,(1-w\cdot z)$. During the iteration $H$ may be indefinite; the certificate is required of the final state.

For $21/34$, the minimum at $K=1.2$ was used as the start for $K=1.1$. The largest force then fell as $1.59\times10^{-2}$, $8.53\times10^{-4}$, $1.11\times10^{-4}$, $2.17\times10^{-6}$, $9.22\times10^{-10}$, $2.78\times10^{-16}$. The observed order, 1.97, agrees with quadratic convergence.

## Reaching the ground state

Which stationary state Newton's method finds depends on the start. At strong coupling each atom sits in a well, and the most uniform occupation is $\lfloor np/q\rfloor$. For $5/8$ at $K=20$, 504 occupation patterns with well jumps 0, 1 or 2 were relaxed. The lowest energy belonged to the eight cyclic translations of this pattern, itself included.

The state is relaxed from $u=0$ at $K=10$ and followed downwards. Differentiating $g(u(K),K)=0$ gives $H\,du/dK+\sin(2\pi u)/(2\pi)=0$, hence the predictor

$$\frac{du}{dK}=-H^{-1}\frac{\sin2\pi u}{2\pi}.$$

Newton steps correct each prediction. The step in $K$ is halved if they fail or if the atomic order is lost. In the correct order, the $u_n$ sorted by $np\bmod q$ do not decrease and span at most one period.

For $5/8$ at $K=1$, thirty random-start minimizations found no energy below that of the followed state. For longer chains the identification as ground state rests on this continuation and the order check, not on an exhaustive search.

## The lowest phonon

A phonon of the infinite chain has a Bloch phase $\theta$, with $\psi_{n+q}=e^{i\theta}\psi_n$. Its quadratic form over one cell obeys

$$\sum_n\left[d_n|\psi_n|^2-2\,\mathrm{Re}(\psi_n^*\psi_{n+1})\right]
\ge\sum_n\left[d_n|\psi_n|^2-2|\psi_n||\psi_{n+1}|\right].$$

The right side belongs to the periodic vector $|\psi_n|$. The band bottom therefore lies at $\theta=0$, and one cell suffices. For $13/21$ at $K=1$, the lowest $\omega^2$ rises from 0.003082 at $\theta=0$ to 0.016692 at 3 rad.

Inverse iteration repeatedly replaces a unit vector $v$ by the normalized solution of $Hy=v$. It amplifies the component with the smallest eigenvalue most, and at convergence $\omega_q^2=1/(v\cdot H^{-1}v)$. The uniform starting vector cannot be orthogonal to the lowest mode, whose components can be chosen positive. Each pass uses the same $O(q)$ solver.

## Why the gap closes in the sliding phase

Suppose the incommensurate chain with mean spacing $\Omega$ has a smooth hull function $h$, with $x_n=h(n\Omega+\alpha)$ and $h(t+1)=h(t)+1$. Equilibrium holds for every phase $\alpha$. Differentiating the force balance with respect to $\alpha$ gives

$$\left[2+K\cos2\pi h(t)\right]h'(t)-h'(t+\Omega)-h'(t-\Omega)=0,\qquad t=n\Omega+\alpha .$$

Thus $h'(n\Omega+\alpha)$ is a bounded, extended solution at $\omega=0$. Changing $\alpha$ slides the chain at no energy cost. In the pinned phase $h$ is discontinuous and this argument fails.

The approximants show the beginning of this soft mode. For $34/55$ at $K=0.8$, the normalized overlap of the lowest phonon with the numerical hull derivative is 0.999986.

## Locating the transition

Near the transition assume the finite-size form

$$\omega_q(K)=q^{-z}\,\Phi\!\left((K-K_c)q^{1/\nu}\right),$$

with a smooth function $\Phi$ that is positive at zero. Here $z$ describes the decay of the critical gap, and $\nu$ the growth of the characteristic length. At $K_c$ the constant $\ln\Phi(0)$ cancels from the second difference:

$$\ln\frac{\omega_{F_m}\omega_{F_{m+2}}}{\omega_{F_{m+1}}^2}
=-z\ln\frac{F_mF_{m+2}}{F_{m+1}^2}
=-z\ln\left(1\pm\frac1{F_{m+1}^2}\right)\to0 .$$

The last equality uses $F_mF_{m+2}=F_{m+1}^2\pm1$. Below $K_c$, an exponential decay $\omega_q\sim e^{-\kappa q}$ would make the second difference $-\kappa(F_m-2F_{m+1}+F_{m+2})=-\kappa F_{m-2}$, which is negative. A power of $q$ multiplying the exponential changes this little, because powers nearly cancel, as just shown. Just above $K_c$ the gap begins to level off and the second difference becomes positive.

The computed gaps show the three behaviours:

| $q$ | $K=0.9$ | $K=0.971651$ | $K=1.1$ |
|---:|---:|---:|---:|
| 13 | 0.04272 | 0.06868 | 0.1406 |
| 34 | 0.007112 | 0.02534 | 0.1228 |
| 89 | 0.0003091 | 0.009327 | 0.1229 |

At $K=0.9$ the local decay power grows from 2.08 for $q=21$–34 to 3.80 for $q=55$–89, so no fixed power describes the data. At $K=1.1$ the gap saturates, but not monotonically: it is 0.12275, 0.12308 and 0.12294 for $q=34,55,89$. The second difference of these three is slightly negative although $K>K_c$. At still larger $K$ it becomes positive again, so a change from negative to positive does not by itself identify the transition. The root must be sought near the previous estimate, and not in an arbitrarily wide interval.

The last four estimates are

| sizes | estimated $K_c$ |
|---|---:|
| 55, 89, 144 | 0.9713300 |
| 89, 144, 233 | 0.9717476 |
| 144, 233, 377 | 0.9715929 |
| 233, 377, 610 | 0.9716512 |

Successive changes alternate in sign and shrink. The last two changes are $\Delta_1=-1.547\times10^{-4}$ and $\Delta_2=5.83\times10^{-5}$, with ratio $r=-0.377$. If later changes continue geometrically, their sum is

$$\Delta_2\frac r{1-r}=-1.6\times10^{-5},$$

which moves the estimate to 0.971635. This extrapolation is an inference from the sequence, not a bound.

## A second estimate without phonon frequencies

The linearized force equation $\psi_{n+1}=d_n\psi_n-\psi_{n-1}$ has the one-cell transfer matrix

$$M=\begin{pmatrix}d_{q-1}&-1\\1&0\end{pmatrix}\cdots\begin{pmatrix}d_0&-1\\1&0\end{pmatrix}.$$

Let $D_{i,j}$ be the determinant of the open tridiagonal block from site $i$ to $j$. It obeys $D_{i,j}=d_jD_{i,j-1}-D_{i,j-2}$, the same recurrence as the matrix product. Hence $\mathrm{tr}M=D_{0,q-1}-D_{1,q-2}$.

In the expansion of $\det H$, products without a corner element give $D_{0,q-1}$. Products with both corners give $-D_{1,q-2}$. The two products running once around the ring have permutation sign $(-1)^{q-1}$ and matrix factor $(-1)^q$, so each gives $-1$. Therefore

$$\det H=\mathrm{tr}M-2=-4R,$$

where $R=(2-\mathrm{tr}M)/4$ is Greene's residue. For three atoms with equal $d$ this gives $d^3-3d-2=(d+1)^2(d-2)$, in agreement with the product of the Hessian eigenvalues.

From $q=377$ to 610, $\det H$ falls just below the transition and rises just above it. If it tends to a nonzero constant at the transition itself, the point where successive values cross is an estimate of $K_c$. The pair $q=377,610$ crosses at $K=0.9716384$, where $\det H=1.0235$ and $R=-0.2559$. The last gap estimate differs from this by $1.3\times10^{-5}$. Both methods use the same relaxed chains, but the second uses no phonon eigenvalue. Together they support $K_c\approx0.9716$.

## Exponents and physical scale

At $K=0.9716512$ the gaps for $q=377$ and 610 give

$$z\approx\frac{\ln(2.08513\times10^{-3}/1.26617\times10^{-3})}{\ln(610/377)}=1.037 .$$

This is a local value for these two sizes. It changes by a few thousandths if the extrapolated $K_c$ is used instead.

For $q=610$, the pinned gap is 0.01920 at a distance 0.02 above this $K$ and 0.03872 at 0.04. The local opening exponent is $\ln(0.03872/0.01920)/\ln2\approx1.01$. It describes this interval and is not an asymptotic value.

With spring constant $k$ and period $a_s$, the substrate's peak-to-valley height is twice its cosine amplitude, $U=Kka_s^2/(2\pi^2)$. For the round parameters $k=10$ N/m and $a_s=0.3$ nm, $ka_s^2=5.6174$ eV, and

$$U_c=\frac{0.97165\times5.6174\ \mathrm{eV}}{2\pi^2}\approx0.28\ \mathrm{eV}.$$

In this model, at fixed period and golden-mean spacing, a stiffer chain thus tolerates a proportionally larger corrugation before it is pinned. For atoms of mass $m=100$ u, the gap 0.1229 at $K=1.1$ corresponds to $f=\omega\sqrt{k/m}/(2\pi)\approx0.15$ THz.

## Where the method stops

At $K=0$ free translation makes $1-w\cdot z=0$. The forces then sum to zero, so a Newton step exists but is fixed only up to a uniform shift, and the formula for $s$ becomes $0/0$. Deep in the sliding phase a long approximant comes close to this limit: at $K=0.9$ and $q=89$, $\omega^2$ is already about $10^{-7}$. Once $\omega^2$ approaches the rounding error of the matrix elements, neither the gap nor the certificate is reliable in ordinary double precision.

The value of $K_c$ belongs to the golden-mean spacing, harmonic springs and a single-cosine substrate. Temperature, elastic relaxation of the substrate and the film's second lateral dimension are absent. In the sliding phase, the free shift of $\alpha$ means that an infinite, defect-free chain at zero temperature has no static friction. This does not describe the energy lost to phonons at finite sliding speed, or the friction of a real film. The remaining gap estimates and test values are in the numerical output.

## Values computed for the example and the checks

```
All quantities are in reduced units unless a unit is given
Well words tested at K=20, p/q=5/8: 504
Ground energy per cell, 5/8, K=20: 2.37069166
Ground energy per cell, 5/8, K=1: 1.74987954
Newton max residuals, 21/34, start K=1.2 state, K=1.1:
  1.59e-02  8.53e-04  1.11e-04  2.17e-06  9.22e-10  2.78e-16
Observed Newton order: 1.97
Lowest omega^2, 13/21, K=1, Bloch phase 0, 0.5, 1.5, 3 rad:
  0.003082  0.003532  0.007079  0.016692
Overlap soft mode / hull derivative, 34/55, K=0.8: 0.999986
Phonon gap omega: q, K=0.9, K=0.971651, K=1.1
   13  4.2719e-02  6.8682e-02  1.4059e-01
   21  1.9388e-02  4.2019e-02  1.2537e-01
   34  7.1123e-03  2.5335e-02  1.2275e-01
   55  1.9241e-03  1.5412e-02  1.2308e-01
   89  3.0913e-04  9.3272e-03  1.2294e-01
Local decay power at K=0.9, q 21-34: 2.081
Local decay power at K=0.9, q 55-89: 3.799
Critical K from equal gap ratios of three approximants:
  q =  13,  21,  34:  K = 0.9775266
  q =  21,  34,  55:  K = 0.9693996
  q =  34,  55,  89:  K = 0.9724396
  q =  55,  89, 144:  K = 0.9713300
  q =  89, 144, 233:  K = 0.9717476
  q = 144, 233, 377:  K = 0.9715929
  q = 233, 377, 610:  K = 0.9716512
Critical K from equal determinants, q=377, 610: 0.9716384
Difference of the two estimates: 1.28e-05
det H at that K, q=610: 1.02347; residue R: -0.25587
Critical gap, q=377: 2.08513e-03; q=610: 1.26617e-03
Critical decay exponent z, q 377-610: 1.0366
Pinned gap, q=610, K-Kc=0.02: 0.019200; 0.04: 0.038721
Local opening exponent between them: 1.0120
Model spring: 10.0 N/m; period: 0.3 nm; mass: 100 u
Energy unit (spring * period^2): 5.6174 eV
Critical peak-to-valley corrugation: 0.2765 eV
Gap frequency at K=1.1, q=89: 0.1518 THz
```
